**Energy balance of Frank and perfect dislocation loops**

For circular loops of radius $R$ on {111} with equal core width $c$, the program tests $E_P-E_F=(\mu R/2)K_sb_s^2[\ln(8R/c)-2]-\pi R^2\gamma$ and the critical radius $R_c=-L\,W_{-1}(-e^2c/8L)$, with $L=\mu K_sb_s^2/(2\pi\gamma)$. Here $\mu$ is the shear modulus, $\nu$ the Poisson ratio, $\gamma$ the fault energy per area, $b_s$ the in-plane part of the perfect Burgers vector, $K_s=(2-\nu)/(2(1-\nu))$, and $W_{-1}$ the lower real branch of the Lambert function. The independent side builds the elastic kernel from the full stiffness tensor, sums the radial Fourier integral numerically and finds the crossing by root search. The program asserts agreement for the directional kernel, the loop energies, the critical radius and its dependence on fault energy and core widths. It also asserts the crossing with a relaxed {110} loop and the barrier for a concentric Shockley loop. For the model parameters the output gives $R_c=483$ Å by both routes, a crossing at 335 Å with the relaxed loop, and a barrier of about 540 eV. The largest fault energy that still allows a crossing is asserted to 15 per cent only, because the large-loop expansion is rough at the small radius concerned.

## Numerical verification

```python
"""Energy balance of faulted (Frank) and perfect dislocation loops.

Result under test: for circular loops on {111} with equal core width c,
  E_perfect - E_Frank = (mu R/2) K_s b_s^2 [ln(8R/c) - 2] - pi R^2 gamma,
which changes sign at R_c = -L W_{-1}(-e^2 c/(8L)), L = mu K_s b_s^2/(2 pi gamma).
mu: shear modulus, nu: Poisson ratio, gamma: fault energy per area,
b_s: in-plane part of the perfect Burgers vector, K_s = (2-nu)/(2(1-nu)),
b_n: normal part, K_n = 1/(1-nu), R: loop radius.
The independent side uses the full stiffness tensor and numerical Fourier integrals.
Units: eV and angstrom.
"""
import numpy as np
from scipy.constants import physical_constants, angstrom
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0, j1, lambertw

a, mu, nu, gamma, c = 5.5, 0.40, 0.25, 0.004, 3.0
lam = 2 * mu * nu / (1 - 2 * nu)
K_n = 1 / (1 - nu)
K_s = (2 - nu) / (2 * (1 - nu))

n111 = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
n110 = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
b_frank = a / 3 * np.array([1.0, 1.0, 1.0])
b_perfect = a / 2 * np.array([1.0, 1.0, 0.0])
b_shockley = a / 6 * np.array([1.0, 1.0, -2.0])


def in_plane_axes(n):
    e1 = np.cross(n, [1.0, 0.0, 0.0])
    e1 /= np.linalg.norm(e1)
    return e1, np.cross(n, e1)


def kernel(b, n, khat):
    """Elastic energy kernel at unit in-plane wavevector, from the stiffness tensor."""
    eps = 0.5 * (np.outer(b, n) + np.outer(n, b))
    sig = lam * np.trace(eps) * np.eye(3) + 2 * mu * eps
    count = 32
    phi = -np.pi / 2 + (np.arange(count) + 0.5) * np.pi / count
    total = 0.0
    for p in phi:
        q = khat + np.tan(p) * n
        force = sig @ q
        stiff = (lam + mu) * np.outer(q, q) + mu * (q @ q) * np.eye(3)
        density = np.sum(sig * eps) - force @ np.linalg.solve(stiff, force)
        total += density / np.cos(p) ** 2
    return total * np.pi / count / (2 * np.pi)


angles = 2 * np.pi * np.arange(12) / 12


def mean_kernel(b, n):
    e1, e2 = in_plane_axes(n)
    return np.mean([kernel(b, n, np.cos(t) * e1 + np.sin(t) * e2) for t in angles])


def radial(ratio):
    """Integral of J1(x)^2 exp(-x/ratio), ratio = R/c, by explicit summation."""
    h = 0.02
    x = h * np.arange(int(40 * ratio / h) + 2)
    return h * np.sum(j1(x) ** 2 * np.exp(-x / ratio))


kern_F = mean_kernel(b_frank, n111)
kern_P = mean_kernel(b_perfect, n111)
kern_S = mean_kernel(b_shockley, n111)
kern_rot = mean_kernel(b_perfect, n110)


def direct_elastic(kern, R, core=c):
    return np.pi * R * kern * radial(R / core)


def direct_difference(R, g=gamma, core_F=c, core_P=c):
    return (direct_elastic(kern_P, R, core_P) - direct_elastic(kern_F, R, core_F)
            - np.pi * R**2 * g)


# Burgers vectors, including the two-partial route for an extrinsic fault
assert np.allclose(b_frank + b_shockley, b_perfect)
two_partials = a / 6 * (np.array([2, -1, -1]) + np.array([-1, 2, -1]))
assert np.allclose(two_partials, b_shockley)
bn2 = (b_perfect @ n111) ** 2
bs2 = b_perfect @ b_perfect - bn2
assert np.isclose(bn2, a**2 / 3) and np.isclose(bs2, a**2 / 6)

# Directional kernel, with no coupling of normal and shear parts
e1, e2 = in_plane_axes(n111)
for t in angles:
    kh = np.cos(t) * e1 + np.sin(t) * e2
    along = b_perfect @ kh
    across = b_perfect @ np.cross(n111, kh)
    formula = mu / 2 * ((bn2 + along**2) / (1 - nu) + across**2)
    assert np.isclose(kernel(b_perfect, n111, kh), formula, rtol=1e-9)
    parts = kernel(b_frank, n111, kh) + kernel(b_shockley, n111, kh)
    assert np.isclose(kernel(b_perfect, n111, kh), parts, rtol=1e-9)

# Perimeter average of straight mixed-dislocation line energies
screw2 = np.array([(b_perfect @ (np.cos(t) * e1 + np.sin(t) * e2)) ** 2 for t in angles])
edge2 = b_perfect @ b_perfect - screw2
line_prefactor = np.mean(mu / (4 * np.pi) * (screw2 + edge2 / (1 - nu)))
assert np.isclose(2 * np.pi * line_prefactor, kern_P, rtol=1e-9)

# Transform of a uniform disc and of the core smearing function
k_test, R_test = 0.7, 5.0
disc = quad(lambda r: 2 * np.pi * r * j0(k_test * r), 0, R_test)[0]
assert np.isclose(disc, 2 * np.pi * R_test * j1(k_test * R_test) / k_test, rtol=1e-8)
r = np.linspace(0, 2000, 400001)
smear = simpson(r * j0(r) * 0.5 / (r**2 + 0.25) ** 1.5, x=r)
assert abs(smear - np.exp(-0.5)) < 1e-5

# Large-loop logarithm; the neglected part falls as (c/R)^2 times a logarithm
log_errors = []
for ratio in (10, 40, 160):
    log_errors.append(abs(np.pi * radial(ratio) - (np.log(8 * ratio) - 2)))
    assert log_errors[-1] < 2 * np.log(8 * ratio) / ratio**2


def elastic_formula(R, normal2, shear2, core=c):
    return mu * R / 2 * (K_n * normal2 + K_s * shear2) * (np.log(8 * R / core) - 2)


def length_L(g):
    return mu * K_s * bs2 / (2 * np.pi * g)


def critical_radius(g, core=c):
    L = length_L(g)
    return -L * lambertw(-np.e**2 * core / (8 * L), -1).real


def direct_root(g=gamma, core_F=c, core_P=c):
    guess = critical_radius(g)
    return brentq(lambda R: direct_difference(R, g, core_F, core_P),
                  0.3 * guess, 3 * guess, xtol=1e-6)


L = length_L(gamma)
R_c = critical_radius(gamma)
R_direct = direct_root()
assert np.isclose(R_c, R_direct, rtol=1e-3)
assert direct_difference(0.9 * R_c) > 0 > direct_difference(1.1 * R_c)
R_inner = -L * lambertw(-np.e**2 * c / (8 * L), 0).real
assert R_inner < 2 * c

# Loop energies below, at and above the crossing
energy_rows = []
for R in (200.0, R_c, 1000.0):
    EF_el = elastic_formula(R, bn2, 0.0)
    EP = elastic_formula(R, bn2, bs2)
    fault = np.pi * R**2 * gamma
    assert np.isclose(EF_el, direct_elastic(kern_F, R), rtol=1e-3)
    assert np.isclose(EP, direct_elastic(kern_P, R), rtol=1e-3)
    energy_rows.append((R, EF_el, fault, EF_el + fault, EP, EP - EF_el - fault))

# Number of atoms in the extra double layer, from the surface cell
cell = np.linalg.norm(np.cross(a / 2 * np.array([1, -1, 0]), a / 2 * np.array([0, 1, -1])))
atoms = 2 * np.pi * R_c**2 / cell
assert np.isclose(atoms, np.pi * R_c**2 * (b_perfect @ n111) / (a**3 / 8))

# Sensitivity to the fault energy
x_c = R_c / L
slope = -x_c / (x_c - 1)
slope_direct = np.log(direct_root(1.01 * gamma) / direct_root(0.99 * gamma)) / np.log(1.01 / 0.99)
assert np.isclose(slope, slope_direct, rtol=5e-3)
gamma_rows = []
for g in (0.002, 0.004, 0.008):
    gamma_rows.append((g, critical_radius(g)))
    assert np.isclose(critical_radius(g), direct_root(g), rtol=2e-3)

# Largest fault energy with a crossing; the expansion is rough at this small radius
gamma_limit = 4 * mu * K_s * bs2 / (np.pi * np.e**3 * c)
best = minimize_scalar(lambda R: -kern_S * radial(R / c) / R,
                       bounds=(0.5 * c, 20 * c), method="bounded")
gamma_limit_direct = -best.fun
assert np.isclose(gamma_limit, gamma_limit_direct, rtol=0.15)

# Unequal core widths act as a changed effective core width
core_rows = []
for core_ratio in (0.9, 1.1):
    effective = c * core_ratio ** (-4 / (2 - nu))
    R_core = critical_radius(gamma, effective)
    assert np.isclose(R_core, direct_root(gamma, core_ratio * c, c), rtol=2e-3)
    core_rows.append((core_ratio, R_core))

# Perfect loop relaxed to a circular pure-edge loop on {110}, same atom number
s = (2 / 3) ** 0.25
assert np.isclose(s**2 * (b_perfect @ n110), b_perfect @ n111)


def relaxed_formula(R):
    return (elastic_formula(s * R, a**2 / 2, 0.0) - elastic_formula(R, bn2, 0.0)
            - np.pi * R**2 * gamma)


def relaxed_direct(R):
    return (direct_elastic(kern_rot, s * R) - direct_elastic(kern_F, R)
            - np.pi * R**2 * gamma)


R_relaxed = brentq(relaxed_formula, 0.2 * R_c, 2 * R_c)
assert np.isclose(R_relaxed, brentq(relaxed_direct, 0.2 * R_c, 2 * R_c), rtol=2e-3)
assert R_relaxed < R_c
E_relaxed = elastic_formula(s * R_c, a**2 / 2, 0.0)

# Barrier for a concentric Shockley loop growing inside the Frank loop
r_star = -L / 2 * lambertw(-np.e * c / (4 * L), -1).real
barrier = np.pi * gamma * r_star * (r_star - L)
top = minimize_scalar(lambda q: -(direct_elastic(kern_S, q) - np.pi * q**2 * gamma),
                      bounds=(5 * c, R_c), method="bounded")
assert np.isclose(top.x, r_star, rtol=5e-3) and np.isclose(-top.fun, barrier, rtol=2e-3)

bohr = physical_constants["Bohr radius"][0] / angstrom
hartree = physical_constants["Hartree energy in eV"][0]
print(f"cube edge a = {a:.1f} angstrom")
print(f"shear modulus mu = {mu:.2f} eV/angstrom^3")
print(f"Poisson ratio nu = {nu:.2f} (no unit)")
print(f"fault energy gamma = {gamma:.3f} eV/angstrom^2")
print(f"core width c = {c:.1f} angstrom")
print(f"b_n^2 = {bn2:.4f} angstrom^2")
print(f"b_s^2 = {bs2:.4f} angstrom^2")
print(f"K_n = {K_n:.4f}, K_s = {K_s:.4f} (no unit)")
print(f"length L = {L:.2f} angstrom")
print(f"R_c/L = {x_c:.4f} (no unit)")
print(f"critical radius R_c, formula = {R_c:.2f} angstrom")
print(f"critical radius R_c, direct root = {R_direct:.2f} angstrom")
print(f"critical radius R_c = {R_c / bohr:.1f} bohr")
print(f"inner root (core size, unphysical) = {R_inner:.2f} angstrom")
print(f"atoms in loop at R_c = {atoms:.0f}")
for R, el, fa, ef, ep, diff in energy_rows:
    print(f"R = {R:.2f} angstrom: Frank elastic = {el:.1f} eV, fault = {fa:.1f} eV")
    print(f"  Frank total = {ef:.1f} eV, perfect = {ep:.1f} eV, P-F = {diff:.1f} eV")
print(f"loop energy at R_c = {energy_rows[1][3] / hartree:.1f} hartree")
print(f"d ln R_c / d ln gamma: formula {slope:.4f}, direct {slope_direct:.4f}")
for g, R in gamma_rows:
    print(f"gamma = {g:.3f} eV/angstrom^2: R_c = {R:.1f} angstrom")
print(f"gamma limit, large-loop formula = {gamma_limit:.4f} eV/angstrom^2")
print(f"gamma limit, full integral = {gamma_limit_direct:.4f} eV/angstrom^2")
for core_ratio, R in core_rows:
    print(f"c_F/c_P = {core_ratio:.1f}, c_P = {c:.1f} angstrom: R_c = {R:.1f} angstrom")
print(f"crossing radius with relaxed {{110}} loop = {R_relaxed:.1f} angstrom")
print(f"relaxed {{110}} loop energy at R = R_c: {E_relaxed:.1f} eV")
print(f"Shockley loop radius at barrier = {r_star:.1f} angstrom")
print(f"barrier for concentric Shockley loop = {barrier:.1f} eV")
for ratio, err in zip((10, 40, 160), log_errors):
    print(f"error of ln(8R/c)-2 at R/c = {ratio}: {err:.1e} (no unit)")
print("PASS")
```

Output:

```
cube edge a = 5.5 angstrom
shear modulus mu = 0.40 eV/angstrom^3
Poisson ratio nu = 0.25 (no unit)
fault energy gamma = 0.004 eV/angstrom^2
core width c = 3.0 angstrom
b_n^2 = 10.0833 angstrom^2
b_s^2 = 5.0417 angstrom^2
K_n = 1.3333, K_s = 1.1667 (no unit)
length L = 93.61 angstrom
R_c/L = 5.1612 (no unit)
critical radius R_c, formula = 483.16 angstrom
critical radius R_c, direct root = 483.16 angstrom
critical radius R_c = 913.0 bohr
inner root (core size, unphysical) = 2.86 angstrom
atoms in loop at R_c = 111978
R = 200.00 angstrom: Frank elastic = 2301.2 eV, fault = 502.7 eV
  Frank total = 2803.9 eV, perfect = 3308.0 eV, P-F = 504.1 eV
R = 483.16 angstrom: Frank elastic = 6705.2 eV, fault = 2933.5 eV
  Frank total = 9638.7 eV, perfect = 9638.7 eV, P-F = 0.0 eV
R = 1000.00 angstrom: Frank elastic = 15833.7 eV, fault = 12566.4 eV
  Frank total = 28400.1 eV, perfect = 22761.0 eV, P-F = -5639.1 eV
loop energy at R_c = 354.2 hartree
d ln R_c / d ln gamma: formula -1.2403, direct -1.2403
gamma = 0.002 eV/angstrom^2: R_c = 1124.5 angstrom
gamma = 0.004 eV/angstrom^2: R_c = 483.2 angstrom
gamma = 0.008 eV/angstrom^2: R_c = 200.4 angstrom
gamma limit, large-loop formula = 0.0497 eV/angstrom^2
gamma limit, full integral = 0.0555 eV/angstrom^2
c_F/c_P = 0.9, c_P = 3.0 angstrom: R_c = 455.0 angstrom
c_F/c_P = 1.1, c_P = 3.0 angstrom: R_c = 508.3 angstrom
crossing radius with relaxed {110} loop = 335.3 angstrom
relaxed {110} loop energy at R = R_c: 8909.7 eV
Shockley loop radius at barrier = 259.2 angstrom
barrier for concentric Shockley loop = 539.6 eV
error of ln(8R/c)-2 at R/c = 10: 7.6e-03 (no unit)
error of ln(8R/c)-2 at R/c = 40: 6.4e-04 (no unit)
error of ln(8R/c)-2 at R/c = 160: 5.0e-05 (no unit)
PASS
```
